# Gated-diode current from bracketed surface potentials and split quasi-Fermi levels

## Result

A gated diode is a transistor structure whose source and drain are tied together and biased against the body, while the gate sweeps the silicon surface from accumulation to inversion. For a p-type body and junction bias \(V\) (forward positive), the interface recombination current is found in two steps. First solve

\[
V_G=V_{FB}+\psi_s+\frac{\varepsilon_s}{C_{ox}}F(\psi_s,V) \tag{1}
\]

for the surface potential \(\psi_s\). Its one root lies between \(0\) and \(V_G-V_{FB}\), so bisection finds it. Then evaluate

\[
I=qWL\,U,\qquad
U=D_{it}\phi_t c_0\,\frac{np-n_i^2}{2n_i}\,J(A),\qquad
A=\frac{c_n n+c_p p}{2n_ic_0}. \tag{2}
\]

Here \(F\) is the surface field in silicon, \(n,p\) are the surface densities, \(c_n,c_p\) the capture coefficients, \(c_0=\sqrt{c_nc_p}\), \(\phi_t=kT/q\), and \(J\) is an elementary integral over trap energy. In forward bias the curve peaks where \(c_nn=c_pp\), with height

\[
U_{pk}=c_0D_{it}\phi_t n_i\sqrt{e^{v}-1}\;\operatorname{arccosh}(e^{v/2}),\qquad v=V/\phi_t. \tag{3}
\]

The model has Boltzmann statistics, full ionization, an intrinsic level at midgap, a uniform trap density \(D_{it}\) per unit energy, and constant capture coefficients. Trap charge is left out of (1). Lengths are in cm and energies in eV, so an energy interval \(kT\) has the numerical value \(\phi_t\) in volts.

## What the naive scheme gets wrong

The naive scheme takes \(\psi_s(V_G)\) from the equilibrium MOS capacitor and inserts the equilibrium densities into the recombination rate. Those densities obey \(np=n_i^2\), so the rate is zero at every gate voltage. The junction bias has to enter.

A half-repair keeps the equilibrium \(\psi_s\) and multiplies \(n\) by \(e^v\) afterwards. This works while electrons contribute negligible charge, but fails in inversion. In the example below, at \(V_G=0.2\) V and \(V=0.3\) V, the equilibrium solution is \(\psi_s=0.8945\) V. With the biased body density \(n_b=1.096\times10^8\) cm\(^{-3}\), the half-repair gives

\[
n=n_b e^{0.8945/0.025852}\approx1.2\times10^{23}\ \mathrm{cm^{-3}},
\]

more than the density of atoms in silicon, about \(5\times10^{22}\) cm\(^{-3}\). With the bias also in Poisson's equation, \(\psi_s=0.6582\) V and \(n=1.25\times10^{19}\) cm\(^{-3}\). The split must therefore enter the electrostatics and the recombination together.

## A body that is neutral under bias

Forward bias raises the electron quasi-Fermi level above the hole level by \(qV\). Take both levels as flat in depth and along the channel. The product \(np=n_i^2e^v\) is then the same everywhere in the modelled region.

Setting the body hole density to \(N_A\) and adding the injected electrons leaves a small net charge at zero band bending. With \(u=\psi/\phi_t\), the squared field would be proportional to

\[
N_A(e^{-u}-1+u)+n_b(e^u-1)\simeq \tfrac12N_Au^2+n_bu .
\]

To this order it is negative for \(-2n_b/N_A<u<0\), and its square root does not exist there. The cure is to require neutrality with the split levels:

\[
p_b-n_b=N_A,\qquad p_bn_b=n_i^2e^v .
\]

Eliminating \(n_b\) gives \(p_b^2-N_Ap_b-n_i^2e^v=0\), whose positive root is

\[
p_b=\frac{N_A}{2}+\sqrt{\frac{N_A^2}{4}+n_i^2e^v},\qquad n_b=\frac{n_i^2e^v}{p_b}.
\]

At band bending \(\psi\), measured from the body, the densities are \(n=n_be^u\) and \(p=p_be^{-u}\).

## The surface field

Let \(x\) point into the silicon. Poisson's equation is

\[
\frac{d^2\psi}{dx^2}=-\frac{q}{\varepsilon_s}\left(p_be^{-u}-n_be^u-N_A\right).
\]

Multiply by \(2\,d\psi/dx\). The left side becomes the derivative of \((d\psi/dx)^2=F^2\). Integrate from the neutral body, where potential and field vanish, to the surface:

\[
F^2=-\frac{2q\phi_t}{\varepsilon_s}\int_0^u\left(p_be^{-t}-n_be^t-N_A\right)dt .
\]

The integral equals \(p_b(1-e^{-u})-n_b(e^u-1)-N_Au\). Reversing its sign and substituting \(p_b=N_A+n_b\) gives

\[
F^2=\frac{2q\phi_t}{\varepsilon_s}G,\qquad
G=N_A(e^{-u}-1+u)+n_b(e^u+e^{-u}-2). \tag{4}
\]

The field is \(F=-d\psi/dx\). Positive band bending decays into the silicon, so \(F\) has the sign of \(\psi_s\).

Near \(u=0\) the terms of \(G\) nearly cancel. Evaluating \(e^{\pm u}-1\) by a function designed for small arguments greatly reduces the loss of digits. Some cancellation remains, but its effect on the field is too small to disturb the root.

## Why bisection cannot miss the root

Continuity of displacement at the interface gives \(C_{ox}(V_G-V_{FB}-\psi_s)=\varepsilon_sF\), which is (1). From (4),

\[
G'(u)=N_A(1-e^{-u})+n_b(e^u-e^{-u}),\qquad
G''(u)=N_Ae^{-u}+n_b(e^u+e^{-u})>0 .
\]

Thus \(G(0)=G'(0)=0\), and \(G\) rises on both sides of zero. Its square root, given the sign of \(u\), increases throughout. The right side of (1) therefore increases with slope at least one, and there is at most one root.

At \(\psi_s=0\) the right side is \(V_{FB}\). At \(\psi_s=V_G-V_{FB}\) it is \(V_G+\varepsilon_sF/C_{ox}\), which lies beyond \(V_G\) on the side away from \(V_{FB}\). The two ends enclose \(V_G\), so the root exists and is bracketed for either sign of \(V_G-V_{FB}\) and either sign of \(V\).

A Newton iteration started at the upper end in inversion is slow at first. There \(F\propto e^{u/2}\) dominates, and a function of that form divided by its derivative is \(2\phi_t\). Each step then recovers only about 52 mV. Bisection has a cost known beforehand: a bracket of width \(B\) reaches tolerance \(\delta\) after the smallest whole number of halvings not below \(\log_2(B/\delta)\).

The algorithm for each gate voltage is:

1. Compute \(p_b,n_b\) from the junction bias; they are common to the whole curve.
2. Set the bracket ends to \(0\) and \(V_G-V_{FB}\), in ascending order.
3. Evaluate the right side of (1) at the midpoint. If it is below \(V_G\), raise the lower end to the midpoint; otherwise lower the upper end.
4. Repeat to tolerance, then compute \(n,p\) and the current (2).

## Recombination at one trap level

Let \(f\) be the electron occupancy of a trap at energy \(E\), and \(\epsilon=(E-E_i)/kT\) its distance from the intrinsic level. Per trap, electrons are captured at rate \(c_nn(1-f)\) and emitted at rate \(e_nf\).

In equilibrium these rates balance. With \(f/(1-f)=e^{(E_F-E)/kT}\) and \(n=n_ie^{(E_F-E_i)/kT}\), balance requires \(e_n=c_nn_1\), where \(n_1=n_ie^\epsilon\). Trap degeneracy is absorbed in the level energy. Likewise, hole capture is \(c_ppf\) and hole emission \(c_pp_1(1-f)\), with \(p_1=n_ie^{-\epsilon}\). The emission coefficients are assumed unchanged by the bias.

In steady state, net electron capture equals net hole capture:

\[
c_n[n(1-f)-n_1f]=c_p[pf-p_1(1-f)].
\]

Collecting terms in \(f\),

\[
f=\frac{c_nn+c_pp_1}{S},\qquad S=c_n(n+n_1)+c_p(p+p_1).
\]

Substitution in the left side gives the rate per trap,

\[
r=\frac{c_n}{S}\left[n(c_nn_1+c_pp)-n_1(c_nn+c_pp_1)\right]
=\frac{c_nc_p(np-n_i^2)}{S},
\]

because the \(c_nnn_1\) terms cancel and \(n_1p_1=n_i^2\).

## The sum over trap energy

Replacing the distribution by one midgap level would miss how the range of active traps grows with bias. The integral can be done in closed form instead. Put \(\delta_c=\tfrac12\ln(c_n/c_p)\), so that \(c_n=c_0e^{\delta_c}\) and \(c_p=c_0e^{-\delta_c}\). Then

\[
S=c_nn+c_pp+n_ic_0(e^{\epsilon+\delta_c}+e^{-\epsilon-\delta_c})
=2n_ic_0[A+\cosh(\epsilon+\delta_c)].
\]

Multiplying \(r\) by \(D_{it}\phi_t\,d\epsilon\) and integrating gives (2), with \(\eta=\epsilon+\delta_c\), \(w=E_g/2kT\) and

\[
J=\int_{-w+\delta_c}^{w+\delta_c}\frac{d\eta}{A+\cosh\eta}.
\]

For \(A=\cosh\theta>1\), an antiderivative is

\[
\frac1{\sinh\theta}\ln\frac{\cosh[(\eta+\theta)/2]}{\cosh[(\eta-\theta)/2]} .
\]

To verify it, write \(a,b=(\eta\pm\theta)/2\). Its derivative is \((\tanh a-\tanh b)/(2\sinh\theta)\). Since \(\tanh a-\tanh b=\sinh(a-b)/(\cosh a\cosh b)\), \(a-b=\theta\), and \(2\cosh a\cosh b=\cosh\eta+\cosh\theta\), the integrand follows.

For \(A=\cos\varphi<1\), an antiderivative is

\[
\frac{2}{\sin\varphi}\arctan\left[\tan\frac{\varphi}{2}\tanh\frac{\eta}{2}\right].
\]

Its derivative is \(1/\{2[\cos^2(\varphi/2)\cosh^2(\eta/2)+\sin^2(\varphi/2)\sinh^2(\eta/2)]\}\), and the half-angle identities reduce this to \(1/(\cosh\eta+\cos\varphi)\).

When the gap limits are remote, the logarithm tends to \(\pm\theta\) and the arctangent to \(\pm\varphi/2\), so

\[
J\to\frac{2\theta}{\sinh\theta}\quad(A>1),\qquad
J\to\frac{2\varphi}{\sin\varphi}\quad(A<1). \tag{5}
\]

The first form needs \(\theta\) to be several units below \(w-|\delta_c|\). It holds well at the peak, while the finite limits are kept for the whole curve.

The closed sum was tested against quadrature of the capture and emission balance at \(\psi_s=0.1,0.25,0.5\) V with \(V=0.3\) V, and at \(\psi_s=0.9\) V with \(V=-1\) V. The largest relative difference was \(5\times10^{-11}\).

## Peak, width and bias dependence

At fixed \(V\), the factor \(np-n_i^2\) does not change with gate voltage. The whole gate dependence sits in \(J\), which falls as \(A\) rises. The product \((c_nn)(c_pp)=c_0^2n_i^2e^v\) is also fixed, so the sum \(c_nn+c_pp\) is least when its terms are equal. Solving \(c_nn_be^u=c_pp_be^{-u}\) gives

\[
\psi_{pk}=\frac{\phi_t}{2}\ln\frac{c_pp_b}{c_nn_b},\qquad
A=e^{v/2}\cosh\frac{\psi_s-\psi_{pk}}{\phi_t}. \tag{6}
\]

The curve is symmetric in \(\psi_s\). It is not symmetric in \(V_G\), because (1) is nonlinear.

At the forward peak, \(\cosh\theta=e^{v/2}\) and \(\sinh\theta=\sqrt{e^v-1}\). Equations (2) and (5) then give

\[
U_{pk}=D_{it}\phi_tc_0n_i\,\frac{e^v-1}{2}\,\frac{2\theta}{\sqrt{e^v-1}},
\]

which is (3). For large \(v\), \(\theta\simeq v/2+\ln2\). The factor \(2\theta kT\simeq qV+2kT\ln2\) acts as the energy width of the active traps: roughly the interval between the quasi-Fermi levels.

Define the peak's ideality factor \(m\) by \(1/m=d\ln U_{pk}/dv\). Differentiating (3),

\[
\frac1m=\frac{e^v}{2(e^v-1)}+\frac{e^{v/2}}{2\theta\sqrt{e^v-1}}
\simeq\frac12\left(1+\frac1\theta\right)\quad(v\gg1). \tag{7}
\]

The second term comes from the widening range of active traps; at large \(v\) it is the main reason why \(m\) stays below 2. At small forward bias, both \(\sqrt{e^v-1}\) and \(\theta\) tend to \(\sqrt v\), so \(U_{pk}\to c_0D_{it}n_iV\), an ohmic response.

In reverse bias \(A=e^{v/2}<1\) at the extremum. With \(\cos\varphi=e^{v/2}\), the second form of (5) gives

\[
U=-c_0D_{it}\phi_tn_i\sqrt{1-e^v}\,\arccos(e^{v/2})
\longrightarrow-\frac{\pi}{2}c_0D_{it}\phi_tn_i .
\]

The negative sign denotes generation. Where both carriers are scarce, \(A\ll1\) and the model current is nearly independent of gate voltage, so the peak becomes a plateau. This relies on capture and emission coefficients that do not depend on the field. In a real device the surface field grows along the plateau, and tunnelling can raise and tilt it. The size is uncertain: for the example below, the WKB estimate of the last section gives a factor of about 1.6 near the left end and 2.2 near the right end, while the exact thermal hole density in a uniform field gives only 1.05 and 1.17.

## Worked example

Take \(T=300\) K, \(\phi_t=25.852\) mV, \(N_A=10^{17}\) cm\(^{-3}\), \(n_i=10^{10}\) cm\(^{-3}\), a 5 nm oxide and \(D_{it}=5\times10^{10}\) cm\(^{-2}\)eV\(^{-1}\). The gate is 2 µm long and 20 µm wide. Capture coefficients are \(c_n=4\times10^{-9}\) and \(c_p=10^{-9}\) cm\(^3\)/s, hence \(c_0=2\times10^{-9}\) cm\(^3\)/s. The flat-band voltage is \(-0.9767\) V and the forward bias is 0.3 V.

At \(V_G=-0.6\) V the initial bracket is 0 to 0.37669 V. Successive halvings give 0.18834 to 0.37669, then 0.18834 to 0.28251, then 0.23543 to 0.28251 V. Since \(\log_2(0.37669/10^{-10})=31.8\), 32 halvings are needed; they give \(\psi_s=0.25140\) V. The densities there are \(n=1.833\times10^{12}\) and \(p=5.980\times10^{12}\) cm\(^{-3}\), so

\[
A=\frac{7332+5980}{40}=332.8,\qquad \theta=\operatorname{arccosh}A=6.50 .
\]

With \(c_0D_{it}\phi_tn_i=2.585\times10^{10}\) cm\(^{-2}\)s\(^{-1}\) and \(e^v-1=1.096\times10^5\), equation (2) gives \(U=5.53\times10^{13}\) cm\(^{-2}\)s\(^{-1}\). Multiplication by \(qWL\), with \(WL=4\times10^{-7}\) cm\(^2\), gives 3.55 pA.

The peak follows from (6):

\[
\psi_{pk}=\frac{25.852\ \mathrm{mV}}2\ln\frac{10^{-9}\times10^{17}}{4\times10^{-9}\times1.096\times10^8}=248.8\ \mathrm{mV}.
\]

Adding the oxide drop of 0.1245 V places it at \(V_G=-0.603\) V. Equation (3) gives \(2.585\times10^{10}\times331.0\times6.495=5.56\times10^{13}\) cm\(^{-2}\)s\(^{-1}\), or 3.56 pA. A gate scan in 1 mV steps found its maximum at \(-0.603\) V with the same current to three figures.

The half-maximum points are \(\psi_s=0.2113\) and 0.2863 V, each 37.5 mV from the peak, as the symmetry requires. On the gate axis they are \(-0.6518\) and \(-0.5558\) V, a width of 96 mV. The stretch follows from depletion, where \(G\simeq N_A(u-1)\) and the oxide drop varies as \(\sqrt{\psi_s-\phi_t}\):

\[
\frac{dV_G}{d\psi_s}\simeq1+\frac{0.1245}{2(0.2488-0.0259)}=1.28 .
\]

Two scanned curves at \(V=0.295\) and 0.305 V give \(m=1.734\), against 1.733 from (7).

The electrostatics were tested separately by solving Poisson's equation on a grid with the oxide boundary condition, at \(V_G=-1.3,-0.6\) and 0.2 V. The largest difference in \(\psi_s\) was 0.04 mV.

At \(V=-1\) V the plateau is \(-2.6\times10^{-3}\) pA. The current exceeds 90% of it from \(V_G=-0.384\) to 0.701 V. On most of the plateau the electron level is not flat along the channel, because generated electrons must pile up until they can diffuse out. For a mobility of 400 cm\(^2\)/Vs, the mid-channel density at \(V_G=0.16\) V rises from about 15 to \(1.2\times10^8\) cm\(^{-3}\). This is still far below \(n_i\), so for the 2 µm gate the current changes by less than 1%. For a 20 µm gate it would fall to about 0.76 of the plateau value. Bulk generation adds to it. At the full rate \(n_i/2\tau\) through the whole depletion width, a 10 µs lifetime for each carrier would give 13% of the plateau at its middle. This is an upper bound, because generation is suppressed where holes outnumber \(n_i\), that is, where the band bending is below 0.417 V. With \(\psi_s\simeq0.89\) V and a parabolic potential, the active part of the width is \(1-\sqrt{0.417/0.89}\approx0.3\), which leaves about 4%.

## Where a real device departs from the model

The parameters are rough typical values for a long silicon transistor with a 5 nm oxide; trap densities and cross sections vary widely with processing and stress. The following are estimates for the forward curve, not corrections included in it.

One neglected effect, of uncertain size, is hole tunnelling into the traps, through the barrier formed by the bent valence band. Another is lateral fluctuation of the surface potential, which lowers and broadens the peak: averaging the model over a Gaussian spread in \(\psi_s\) of standard deviation \(\phi_t/2\) or \(\phi_t\) multiplies the height by 0.92 or 0.77. A WKB estimate with a uniform field of \(8.3\times10^4\) V/cm and a tunnelling mass of \(0.25m_e\) multiplies hole capture by about 2.1. Since \(c_0\propto\sqrt{c_p}\), the peak rises by a factor of about 1.4. By (6) it also moves by \(\tfrac12\phi_t\ln2.1\approx10\) mV in \(\psi_s\). The estimate treats all active traps alike and should not be trusted. At this field its integrand is largest about 4 meV below the barrier top, where WKB does not apply. An Airy-function transmission gives 1.7 in place of 2.1. The exact thermal density of holes in a uniform field, which also counts the states depleted above the barrier top, exceeds the classical one only by \(e^{s^3/12}\), with \(s=(\hbar^2q^2F^2/2m)^{1/3}/kT\). Here this is 1.05, or 1.03 in peak height and under 1 mV in position. The oxide wall, left out of these estimates, lowers the hole density within a few nanometres of the interface, to about 0.24 of the classical value at 1 nm for a hard wall. The net change in hole capture depends on how the trap couples to the band states and is not fixed by these numbers. A cross section extracted without this effect would absorb it.

Electron confinement acts on the electron side. A triangular-well estimate reduces the electron sheet density at given \(\psi_s\) to 0.54 of its classical value. If electron capture and emission fall in the same proportion, \(c_n\) is in effect multiplied by 0.54. The peak height is then multiplied by \(\sqrt{0.54}\approx0.7\), and the peak moves by about 8 mV in \(\psi_s\), or 10 mV at the gate. A rise in \(c_p\) and a fall in \(c_n\) oppose each other in height but add in position. Trap charge, for traps neutral when filled to midgap, shifts the left and right half-maximum points by \(-2.2\) and \(+1.8\) mV, widening the curve by about 4%.

Flat levels along the channel require electrons to reach its middle easily. If \(N\) is their sheet density, \(D\) their diffusivity and \(y\) the distance from mid-channel, the flux \(Uy\) must be carried by a quasi-Fermi gradient. With \(U\) and \(N\) held uniform, the drop is

\[
\frac{\Delta\phi_n}{\phi_t}=\frac{U}{DN}\int_0^{L/2}y\,dy=\frac{UL^2}{8DN}.
\]

For a mobility of 400 cm\(^2\)/Vs it is 0.05 at the peak and 0.09 at the left half-maximum. At fixed trap parameters it grows as \(L^2\); for a 20 µm gate the peak estimate would be about 5, so the flat-level model would fail. Solving the diffusion equation along the channel, taken as the only supply path, lowers the peak by about 2% for 2 µm and to about half for 20 µm. A short gate has the opposite difficulty: junction depletion at the two ends already equals about 9% of the 2 µm length. Gate length must therefore be chosen between these two limits.

Temperature needs control as well. With fixed gap and capture coefficients, warming by 10 K multiplies the peak by 1.76, mainly through \(n_i\). Finally, (3) contains trap density and capture strength only as \(c_0D_{it}\). The peak height alone cannot separate them, and the peak position adds only the ratio \(c_n/c_p\), provided the flat-band voltage and the tunnelling and confinement shifts are known to a few millivolts, and the doping and oxide thickness to a few per cent. At fixed flat-band voltage, 10% more doping alone moves the peak by about 9 mV at the gate. The remaining estimates and the sampled curve are in the numerical output.

## Computed results

```
T 300 K, kT/q 25.852 mV, gap 1.12 eV, ni 1e+10 cm^-3
NA 1e+17 cm^-3, oxide 5 nm, Cox 0.6906 uF/cm2
L 2 um, W 20 um, Dit 5e+10 /cm2/eV
sigma_n 4e-16, sigma_p 1e-16 cm2, v_th 1e+07 cm/s
cn 4.0e-09, cp 1.0e-09, c0 2.0e-09 cm3/s
phi_F 0.4167 V, VFB -0.9767 V, forward bias 0.3 V
body with split levels: p_b 1.0000e+17, n_b 1.0959e+08 cm^-3
brackets of psi_s at VG = -0.6 V:
  after 0 halvings: 0.00000 to 0.37669 V
  after 1 halvings: 0.18834 to 0.37669 V
  after 2 halvings: 0.18834 to 0.28251 V
  after 3 halvings: 0.23543 to 0.28251 V
  after 4 halvings: 0.23543 to 0.25897 V
  halvings to 1e-10 V: 32, root 0.25140 V
VG (V), psi_s (V), n_s (cm^-3), p_s (cm^-3), current (pA):
  -1.20  -0.0724 6.659e+06 1.646e+18 8.0254e-05
  -0.90   0.0398 5.116e+08 2.142e+16 4.7068e-03
  -0.80   0.1031 5.918e+09 1.852e+15 4.4851e-02
  -0.70   0.1748 9.485e+10 1.155e+14 5.4288e-01
  -0.60   0.2514 1.833e+12 5.980e+12 3.5470e+00
  -0.50   0.3310 3.978e+13 2.755e+11 4.0930e-01
  -0.40   0.4126 9.349e+14 1.172e+10 2.3575e-02
  -0.20   0.5666 3.615e+17 3.031e+07 9.0713e-05
   0.20   0.6582 1.250e+19 8.770e+05 3.0365e-06
peak: psi_s 0.2488 V, VG -0.6034 V, field 8.304e+04 V/cm
peak: n_s 1.655e+12, p_s 6.621e+12 cm^-3
peak: rate 5.5589e+13 /cm2/s, current 3.5625 pA
scanned peak: VG -0.603 V, current 3.5623 pA
half maximum: VG -0.6518 and -0.5558 V
half maximum: psi_s 0.2113 and 0.2863 V
ideality factor: scanned 1.7336, formula 1.7332
psi_s at VG 0.2 V: split 0.6582 V, unsplit 0.8945 V
reverse bias -1.0 V: plateau -2.6025e-03 pA
  above 90% of plateau from VG -0.384 to 0.701 V
  bulk generation / plateau 0.132
largest error: Poisson 0.0413 mV, sum 5.0e-11
neglected effects, forward bias:
  trap-charge gate shift at left half, peak, right half (mV): -2.17, -0.21, 1.75
  lateral drop at the same points (kT/q): 0.0930, 0.0486, 0.0062
  junction depletion, both ends / L: 0.094
  bulk lifetime 10 us: depletion / peak 9.25e-04, diffusion / peak 2.79e-03
  hole tunnelling to traps: Gamma 1.095, peak factor 1.447
  confinement: electron sheet ratio 0.541, peak shift in psi_s 7.95 mV
  gate depletion 0.223 mV, leakage/peak 1.8e-13
  sweep ends: p_s 6.10e+18, n_s 1.25e+19, Nc 2.82e+19 cm^-3
  10 K warmer: peak current times 1.758
```
